# Why the graphene plasmon scales as the quarter power of density

Consider a two-dimensional electron gas whose density oscillates with a small wavenumber \(q\) at frequency \(\omega\). If the carriers respond by inertia, the density response has the form \(\chi=Dq^2/\omega^2\), where \(D\) measures how easily they accelerate and has the dimensions of density over mass. Gauss's law in a plane will give an interaction \(2\pi e^2/(\kappa q)\) in a medium of dielectric constant \(\kappa\). The condition for a free oscillation is then \(\omega^2=2\pi e^2Dq/\kappa\), and all difference between materials lies in \(D\).

For free carriers with energy \(\hbar^2k^2/2m\), \(D\) can depend on \(n\), \(m\) and \(\hbar\). The one combination with the right dimensions is \(n/m\), so \(\omega\propto n^{1/2}\). For graphene, with energy \(\pm\hbar vk\), there is no mass. From \(n\), \(v\) and \(\hbar\) the one possible combination is

\[
D=C\,\frac{v\sqrt n}{\hbar},
\]

and therefore \(\omega\propto n^{1/4}q^{1/2}\). This argument assumes the inertial form of \(\chi\) and a \(D\) unaffected by interactions. The first assumption is derived below, together with \(C\). The second holds in the random-phase approximation (RPA), in which independent electrons respond to the total, self-consistent potential.

Gaussian units are used. The sheet is at zero temperature in a uniform dielectric, doped with electrons, and has degeneracy \(g=4\) from spin and valley. Counting states in the Fermi disc gives

\[
n=\frac{g}{(2\pi)^2}\,\pi k_F^2=\frac{k_F^2}{\pi},\qquad E_F=\hbar vk_F=\hbar v\sqrt{\pi n}.
\]

Let the electron's potential energy be \(U e^{i(\mathbf q\cdot\mathbf r-\omega t)}\) and define \(\delta n=\chi U\). The electrostatic potential of a charge sheet \(-e\,\delta n\) falls off as \(e^{-q|z|}\). The jump of its slope gives \(2\kappa q\phi=-4\pi e\,\delta n\), so the induced energy is \(-e\phi=(2\pi e^2/\kappa q)\,\delta n\). With no external potential this must be \(U\) itself:

\[
1=\frac{2\pi e^2}{\kappa q}\,\chi(q,\omega).
\]

To find \(\chi\), write \(\mathbf k'=\mathbf k+\mathbf q\) and let \(s,s'=\pm\) label the bands. To first order in \(U\), the density-matrix element between \(|s\mathbf k\rangle\) and \(|s'\mathbf k'\rangle\) obeys

\[
(\hbar\omega+E_{s\mathbf k}-E_{s'\mathbf k'})\,\rho_{\mathbf k'\mathbf k}
=U\langle s'\mathbf k'|e^{i\mathbf q\cdot\mathbf r}|s\mathbf k\rangle\,(f_{s\mathbf k}-f_{s'\mathbf k'}).
\]

The right side is the commutator of the perturbation with the equilibrium density matrix. Multiplying by the conjugate matrix element and summing gives the density:

\[
\chi=g\sum_{ss'}\int\!\frac{d^2k}{(2\pi)^2}\,F_{ss'}\,
\frac{f_{s\mathbf k}-f_{s'\mathbf k'}}{\hbar\omega+E_{s\mathbf k}-E_{s'\mathbf k'}} .
\]

The spinors of \(\hbar v\,\boldsymbol\sigma\cdot\mathbf k\) are \((1,\,se^{i\varphi_{\mathbf k}})/\sqrt2\). If \(\theta\) is the angle between \(\mathbf k\) and \(\mathbf k'\), their squared overlap is

\[
F_{ss'}=\tfrac14\left|1+ss'e^{i\theta}\right|^2=\tfrac12(1+ss'\cos\theta).
\]

The valence band is full, so its intraband term vanishes. In the conduction-band term containing \(f_{\mathbf k'}\), substitute \(\mathbf k\to-\mathbf k-\mathbf q\). This exchanges the lengths \(k\) and \(k'\) and leaves \(\theta\) unchanged. With \(\Delta=\hbar v(k'-k)\), the two terms combine as

\[
\frac1{\hbar\omega-\Delta}-\frac1{\hbar\omega+\Delta}=\frac{2\Delta}{(\hbar\omega)^2-\Delta^2},
\]

integrated over \(k<k_F\) with weight \(F_{++}\). The same relabelling of the interband terms, where the final conduction state must be empty, gives this kernel with \(\Delta\) replaced by \(S=\hbar v(k+k')\), integrated over \(k>k_F\) with weight \(F_{+-}\). As a test, the original double sum with numerically diagonalized Hamiltonians was compared with these reduced integrals at \(q=0.3k_F\) and \(\hbar\omega=0.8E_F\). The ratio was 0.9995.

For the intraband part at small \(q\), it is convenient to centre the momenta at \(\mathbf k\mp\mathbf q/2\). The differences of occupation and energy are then odd in \(q\), so their leading terms have relative corrections of order \(q^2/k_F^2\). The overlap differs from one by the same order. With \(\varphi\) the angle between \(\mathbf k\) and \(\mathbf q\), the occupation difference is \(q\cos\varphi\,\delta(k-k_F)\) and the energy difference is \(\hbar vq\cos\varphi\). Hence

\[
\chi_{\rm intra}=\frac{gk_F}{4\pi^2}\int_0^{2\pi}\!d\varphi\,
\frac{q\cos\varphi}{\hbar\omega-\hbar vq\cos\varphi}
=\frac{gk_F}{4\pi^2\hbar v}\int_0^{2\pi}\!d\varphi\left[\frac{\omega}{\omega-vq\cos\varphi}-1\right].
\]

For \(\omega>vq\), the integral of \(1/(\omega-vq\cos\varphi)\) is \(2\pi/\sqrt{\omega^2-v^2q^2}\), and \(k_F=E_F/\hbar v\), so

\[
\chi_{\rm intra}=\frac{gE_F}{2\pi\hbar^2v^2}\left[\frac{\omega}{\sqrt{\omega^2-v^2q^2}}-1\right]
=\frac{gE_Fq^2}{4\pi\hbar^2\omega^2}\left[1+\frac34\frac{v^2q^2}{\omega^2}+\cdots\right].
\]

The expansion uses \((1-x)^{-1/2}=1+x/2+3x^2/8+\cdots\). Its first term is the inertial form assumed at the start.

For the interband part, \(\theta\simeq q\sin\varphi/k\), so \(F_{+-}\simeq q^2\sin^2\varphi/(4k^2)\), while \(S\simeq2\hbar vk\). The angular integral of \(\sin^2\varphi\) is \(\pi\), and

\[
\chi_{\rm inter}=\frac{g}{4\pi^2}\int_{k_F}^\infty\! k\,dk\,\frac{\pi q^2}{4k^2}\,
\frac{4\hbar vk}{(\hbar\omega)^2-(2\hbar vk)^2}
=\frac{gq^2}{8\pi}\int_{2E_F}^\infty\!\frac{dE}{(\hbar\omega)^2-E^2},
\]

where \(E=2\hbar vk\). For \(\hbar\omega<2E_F\) this is

\[
\chi_{\rm inter}=-\frac{gq^2}{16\pi\hbar\omega}\ln\frac{2E_F+\hbar\omega}{2E_F-\hbar\omega}
\simeq-\frac{gq^2}{16\pi E_F}.
\]

Relative to the leading intraband term it is \(-(\hbar\omega)^2/(4E_F^2)\). It is negative because virtual transitions lying above the driving frequency respond like stiff springs: they polarize the sheet and screen the oscillation.

Both corrections vanish as \(q\to0\) along the plasmon branch, where \(\omega^2\propto q\). The leading term in the mode condition gives

\[
\omega_0^2=\frac{2\pi e^2}{\kappa q}\,\frac{gE_Fq^2}{4\pi\hbar^2}
=\frac{2e^2E_Fq}{\kappa\hbar^2}
=\frac{2\sqrt\pi\,e^2v\sqrt n\,q}{\kappa\hbar}.
\]

Thus \(\omega_0\propto\sqrt{E_Fq}\propto n^{1/4}q^{1/2}\), and the dimensionless constant is \(C=1/\sqrt\pi\).

The next order shows how the limit is approached. Let \(\alpha=e^2/(\kappa\hbar v)\). The mode condition becomes

\[
\omega^2=\omega_0^2\left[1+\frac34\frac{v^2q^2}{\omega^2}-\frac{(\hbar\omega)^2}{4E_F^2}\right].
\]

In the small terms \(\omega\) may be replaced by \(\omega_0\), for which

\[
\frac{v^2q^2}{\omega_0^2}=\frac{2}{g\alpha}\frac{q}{k_F},\qquad
\frac{(\hbar\omega_0)^2}{E_F^2}=\frac{g\alpha}{2}\frac{q}{k_F}.
\]

With \(g=4\),

\[
\omega^2=\omega_0^2\left[1+B\,\frac q{k_F}+\cdots\right],\qquad B=\frac{3}{8\alpha}-\frac{\alpha}{2}.
\]

Weak coupling makes the nonlocal term win and raises the frequency; strong coupling makes interband screening win. Numerical solutions of the full RPA condition at \(q=0.004k_F\) reproduced \(B\) to within 0.01 for \(\alpha=0.45\), where \(B=0.61\), and for \(\alpha=1.5\), where \(B=-0.50\).

The parabolic gas has unit overlap, and \(\Delta=\hbar^2(q^2+2\mathbf k\cdot\mathbf q)/2m\). The reduced intraband integral applies unchanged. To lowest order the term in \(\mathbf k\cdot\mathbf q\) averages to zero over the Fermi disc, and

\[
\chi=\frac{2n\langle\Delta\rangle}{(\hbar\omega)^2}=\frac{nq^2}{m\omega^2},\qquad
\omega_{\rm par}^2=\frac{2\pi ne^2q}{\kappa m}.
\]

The next term of the kernel is \(2\Delta^3/(\hbar\omega)^4\). Its leading average is

\[
\langle\Delta^3\rangle\simeq3\,\frac{\hbar^2q^2}{2m}\left\langle\left(\frac{\hbar^2\mathbf k\cdot\mathbf q}{m}\right)^2\right\rangle
=\frac{3\hbar^2q^2}{2m}\,\frac{\hbar^2v_F^2q^2}{4},
\]

since \(\langle\cos^2\varphi\rangle=1/2\) and \(\langle k^2\rangle=k_F^2/2\). This multiplies \(\chi\) by \(1+\tfrac34v_F^2q^2/\omega^2\), so \(\omega^2=\omega_{\rm par}^2+\tfrac34v_F^2q^2\) to this order. For two spin states \(v_F^2=2\pi n\hbar^2/m^2\). Both terms are proportional to \(n\), and the first correction leaves the exponent at one half.

The law \(\omega\propto\sqrt{E_Fq}\) does not by itself distinguish the two systems. In a parabolic gas with two spin states \(n=mE_F/(\pi\hbar^2)\), and substitution gives \(\omega_{\rm par}^2=2e^2E_Fq/(\kappa\hbar^2)\), the same expression as in graphene. The contrast lies in how the Fermi energy depends on density: as \(n\) in one case and as \(\sqrt n\) in the other.

It can also be read as a contrast of inertia. Define \(m_c=\hbar k_F/v\). Then \(n/m_c=v\sqrt n/(\sqrt\pi\,\hbar)\), which is \(D\) for graphene. A field can turn the velocity of a Dirac electron within its band but cannot change its magnitude. The inverse mass along the field is \(\hbar^{-2}\partial^2E/\partial k_x^2=v\sin^2\varphi/(\hbar k)\). Its average over the disc, with \(\langle1/k\rangle=2/k_F\), is \(v/(\hbar k_F)=1/m_c\). Adding electrons therefore makes the average electron heavier as \(\sqrt n\), which halves the exponent of the frequency.

The same mass explains the role of \(\hbar\). At fixed \(n\), \(v\), \(e\), \(\kappa\) and \(q\), \(\omega_0\propto\hbar^{-1/2}\), whereas the leading parabolic frequency at fixed \(m\) is classical. Doubling \(\hbar\) in the full RPA multiplied the graphene frequency by 0.7074 (initially \(\alpha=0.45\), \(q=0.001k_F\)) and the parabolic one by 1.0007 (initially \(e^2m/\kappa\hbar^2k_F=0.3\), \(q=0.0002k_F\)). The limiting values are \(2^{-1/2}=0.7071\) and 1.

For an example, take graphene in thick hexagonal boron nitride, with rough typical values \(n=5\times10^{12}\ \mathrm{cm^{-2}}\), \(v=10^6\) m/s and \(\kappa=5\), and a plasmon wavelength of 300 nm. Then \(q=2\pi/300=0.02094\ \mathrm{nm^{-1}}\), \(k_F=\sqrt{\pi\times0.05}=0.396\ \mathrm{nm^{-1}}\), and \(E_F=0.658\times0.396=0.261\) eV. With \(e^2=1.440\) eV nm, the limiting law gives

\[
\hbar\omega_0=\sqrt{\frac{2(1.440)(0.2609)(0.02094)}{5}}\ \mathrm{eV}=56.1\ \mathrm{meV},
\]

or 13.6 THz. Here \(\alpha=0.4375\), \(B=0.638\) and \(q/k_F=0.0528\). The predicted factor \(\sqrt{1+0.0337}=1.017\) accounts for the full RPA value, 57.0 meV. This lies above the intraband edge \(\hbar vq=13.8\) meV and below the interband edge \(2E_F-\hbar vq=508\) meV. Between these edges no electron–hole pair can absorb the plasmon in this model.

Compare a parabolic gas with the same \(\kappa\), \(q\) and reference density, and a fixed mass \(0.0459\,m_e\), chosen equal to \(m_c\) at that density. The limiting laws then coincide at 56.1 meV. At one quarter of the density, graphene falls by \(\sqrt2\) to 39.7 meV and the parabolic gas by 2 to 28.0 meV. The full RPA energies fall from 57.0 to 41.0 meV and from 58.6 to 29.3 meV.

At \(q=0.001k_F\) the local RPA exponents \(d\ln\omega/d\ln n\) are 0.2498 and 0.5000. At the example's wavenumber they are 0.242 and 0.500. The graphene value follows from the correction: \(q/k_F\) decreases as \(n^{-1/2}\), so the exponent changes by about \(-Bq/(4k_F)=-0.008\). A fit at finite wavelength should not be expected to return one quarter precisely.

A nearby gate gives a second limit. Suppose a grounded metal plane lies a distance \(d\) below the sheet, in an isotropic medium. Its image charge multiplies the interaction by \(1-e^{-2qd}\). For \(qd\ll1\) this factor is \(2qd\), and

\[
\omega^2\simeq\frac{4e^2E_Fd}{\kappa\hbar^2}\,q^2 .
\]

The mode becomes acoustic, while the factor \(E_F\) still gives \(n^{1/4}\). This local result, including its exponent, requires the resulting speed to be well above \(v\). As the gate comes closer the speed approaches \(v\), the exponent drops below one quarter, and the full square root in \(\chi_{\rm intra}\) must be kept. With the example's density and \(\kappa\), the exponent is already 0.225 at \(d=10\) nm, where the speed is \(2.8v\), and 0.16 at \(d=2\) nm.

Boron nitride is in fact anisotropic. Solving Poisson's equation with permittivities \(\epsilon_\parallel\) in the plane and \(\epsilon_\perp\) across it gives a decay constant \(p=q\sqrt{\epsilon_\parallel/\epsilon_\perp}\) and \(\kappa=\sqrt{\epsilon_\parallel\epsilon_\perp}\); the gate factor becomes \(1-e^{-2pd}\). For \(d=100\) nm, with \(\epsilon_\parallel\simeq7.0\) and \(\epsilon_\perp\simeq3.7\) taken at the plasmon energy from the phonon model below, the frequency falls by about 0.15%; in an isotropic medium it would fall by 0.76%. Supplying the charge through that gate needs a static field \(4\pi en/\epsilon_\perp\). With a static \(\epsilon_\perp\simeq3.5\) this is 2.6 MV/cm, or about 26 V across the spacer. Breakdown fields of good boron nitride are roughly several MV/cm, so much higher densities would call for care.

The boron nitride also breaks the assumption of constant \(\kappa\), because its polar phonons respond to the field. Model each permittivity at energy \(E\) as \(\epsilon_\infty(E_L^2-E^2)/(E_T^2-E^2)\), where \(E_T\) and \(E_L\) are the transverse and longitudinal phonon energies. As illustrative model inputs, take \(\epsilon_\infty=3.0\), \(E_T=95\) meV and \(E_L=102\) meV across the plane, and \(\epsilon_\infty=4.9\), \(E_T=170\) meV and \(E_L=200\) meV within it. Then \(\kappa=\sqrt{\epsilon_\parallel\epsilon_\perp}\) rises from 4.84 at zero frequency to 5.09 at the plasmon. Relative to constant \(\kappa=5\), the energy shifts by only \(-0.9\%\). The exponent moves more. The limiting law requires \(\omega^2\kappa(\omega)\propto\sqrt n\), so

\[
\frac{d\ln\omega}{d\ln n}=\frac{1/4}{1+\tfrac12\,d\ln\kappa/d\ln\omega}=0.234 .
\]

This value omits the finite-\(q\) correction found above; the full RPA condition with \(\kappa(\omega)\) gives 0.226. Closer to the phonon energies the plasmon and phonons mix strongly, and a single quarter-power law is no longer a useful description.

Other effects are small here. At 300 K and fixed net density, thermal smearing of the intraband weight lowers the frequency by 0.8%. In a honeycomb band with nearest-neighbour hopping only, curvature and trigonal warping lower it by 0.03%. Second-neighbour hopping and orbital overlap are omitted here. For electron doping, a second-neighbour matrix element of the same negative sign as the nearest-neighbour one lowers the frequency, and a positive overlap raises it; the opposite sign of the hopping would also raise it. For a hopping of up to 0.3 eV and an overlap of up to 0.13, each shifts it by up to about 1%. Retardation lowers it by 0.02%. A rough mobility of \(2\times10^4\ \mathrm{cm^2/Vs}\) gives \(\tau=\mu m_c/e=0.52\) ps and \(\omega_0\tau=44\). With a friction term, \(\omega^2+i\omega/\tau=\omega_0^2\), which lowers the real part by less than 0.01%.

Interactions beyond the RPA are a different matter. In a parabolic gas, pair forces cancel in the total momentum, which is proportional to the current, so they cannot alter \(D=n/m\) at long wavelength. In graphene the current is not proportional to momentum, and this protection is absent. Apart from a constant independent of \(\mathbf k\), exchange with the filled valence band adds to the conduction energy

\[
\frac12\int\!\frac{d^2k'}{(2\pi)^2}\,\frac{2\pi e^2}{\kappa|\mathbf k-\mathbf k'|}\cos\theta_{\mathbf k\mathbf k'}
\simeq\frac{e^2k}{4\kappa}\int\frac{dk'}{k'},
\]

where \(k'\gg k\) and \(1/|\mathbf k-\mathbf k'|\simeq(1+k\cos\theta/k')/k'\). With the logarithm cut off below at \(k_F\), the velocity changes with density as \(d\ln v/d\ln n\simeq-\alpha/8\). If the plasmon's inertia follows this velocity, its exponent changes by \(-\alpha/16=-0.027\). This is an unscreened, leading-logarithm estimate, not a calculated correction. Dynamic RPA screening of the interaction by the Dirac electrons reduces it to about \(-0.017\). Using the high-frequency \(\kappa\simeq3.8\), appropriate to states above the phonon energies, gives \(-0.036\) unscreened and \(-0.020\) screened. In each case it is larger than the finite-\(q\) change. The quarter power is thus the long-wavelength RPA law at fixed \(v\) and \(\kappa\), and the numerical output gives the sizes of the departures for this example.

## Values computed for the example and the checks

```
density n = 5.00e+12 cm^-2
Dirac velocity v = 1.00e+06 m/s
dielectric constant kappa = 5.0
plasmon wavelength = 300 nm
wavenumber q = 0.02094 nm^-1
e^2 (Gaussian) = 1.43996 eV nm
hbar v = 0.65821 eV nm
coupling alpha = 0.4375
k_F = 0.3963 nm^-1, q/k_F = 0.0528
E_F = 0.2609 eV
m_c = hbar k_F/v = 0.0459 electron masses
graphene plasmon, limiting law = 56.10 meV
same as frequency = 13.56 THz
graphene plasmon, full RPA = 57.04 meV
correction coefficient of q/k_F in omega^2 = 0.6383
intraband edge hbar v q = 13.79 meV
interband edge 2E_F - hbar v q = 508.0 meV
plasmon energies in meV: graphene law, RPA; parabolic law, RPA
 n = 1.25e+12 cm^-2: 39.67, 40.98, 28.05, 29.31
 n = 2.50e+12 cm^-2: 47.17, 48.28, 39.67, 41.44
 n = 5.00e+12 cm^-2: 56.10, 57.04, 56.10, 58.61
RPA density exponent at q/k_F = 0.001: graphene 0.2498
  parabolic gas, same q: 0.5000
RPA density exponent at example q: graphene 0.2419
  parabolic gas, same q: 0.5000
frequency ratio on doubling hbar: graphene 0.7074
  parabolic gas: 1.0007
raw / reduced response integral = 0.99948
relative shifts of the plasmon frequency:
 nonlocal intraband = +2.26 %
 interband = -0.58 %
 temperature 300 K = -0.82 %
 honeycomb band shape = -0.030 %
 retardation = -0.0230 %
 damping = -0.0063 %
 gate at 100 nm = -0.16 %
 phonon-dispersed kappa = -0.89 %
mobility = 2.0e+04 cm^2/Vs, tau = 0.522 ps
omega tau = 44.5
gate field for this density = 2.62 MV/cm
in-plane: eps_inf 4.9, TO 170 meV, LO 200 meV
out-of-plane: eps_inf 3.0, TO 95 meV, LO 102 meV
kappa static = 4.843, at plasmon = 5.090
density exponent with dispersed kappa = 0.2343
exchange change of exponent (unscreened log) = -0.0273
```
